# A Single-Valley Coulomb Donor with Very Large Longitudinal Mass: a program that tests the result

```python
"""
Result under test: the ground energy E(gamma) of the single-valley donor
    H = -(d2/dx2 + d2/dy2) - gamma d2/dz2 - 2/sqrt(rho^2 + z^2)
tends to -4 as gamma = m_t/m_l -> 0 (two-dimensional hydrogen), with
    -4 <= E(gamma) <= -4 + alpha (1024 gamma)^(1/3),
and the upper expression is the true leading law.
Units: energy Ry_t (transverse effective Rydberg), length a_t (its Bohr radius).
-alpha is the first zero of Ai'.  ell = (gamma/32)^(1/3) is the width along z.
Planar problem: z held fixed; its lowest energy is -4 + Delta(z).
W(z) is the first-order estimate of Delta(z) with the 2D hydrogen state.
w = 2 + psi'/psi is the logarithmic derivative of psi/exp(-2 rho).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy, erfcx

alpha = -ai_zeros(1)[1][0]


def exponents(low, high):
    """Geometric set of Gaussian exponents with a ratio close to 3."""
    count = int(np.ceil(np.log(high / low) / np.log(3.0))) + 1
    return np.geomspace(low, high, count)


def radial_matrices(a):
    """Overlap, kinetic energy and exponent sums of exp(-a rho^2) in 2D."""
    total = a[:, None] + a[None, :]
    product = a[:, None] * a[None, :]
    overlap = 2 * np.sqrt(product) / total
    return overlap, overlap * 4 * product / total, total


def axial_matrices(b):
    """Overlap, kinetic energy (unit prefactor) and sums of exp(-b z^2)."""
    total = b[:, None] + b[None, :]
    product = b[:, None] * b[None, :]
    overlap = np.sqrt(2 * np.sqrt(product) / total)
    return overlap, overlap * 2 * product / total, total


def coulomb_mean(p, q):
    """Mean of 1/r over the normalized density exp(-p rho^2 - q z^2)."""
    x = np.sqrt(np.abs(p - q) / p)
    safe = np.maximum(x, 1e-4)
    oblate = np.arctan(safe) / safe
    prolate = np.log((1 + safe) * np.sqrt(np.maximum(p / q, 1.0))) / safe
    factor = np.where(x < 1e-4, 1.0, np.where(q > p, oblate, prolate))
    return 2 * np.sqrt(q / np.pi) * factor


def donor_energy(gamma):
    """Variational ground energy of the full anisotropic problem."""
    ell = (gamma / 32) ** (1 / 3)
    a = exponents(0.03, min(3000 / ell**2, 3e7))
    b = exponents(0.003 / ell**2, 1000 / ell**2)
    s_r, t_r, p = radial_matrices(a)
    s_z, t_z, q = axial_matrices(b)
    e_r, x_r = eigh(t_r, s_r)
    e_z, x_z = eigh(t_z, s_z)
    p4 = p[:, None, :, None]
    q4 = q[None, :, None, :]
    potential = -2 * s_r[:, None, :, None] * s_z[None, :, None, :]
    potential = potential * coulomb_mean(p4, q4)
    size = len(a) * len(b)
    x = np.kron(x_r, x_z)
    h = x.T @ potential.reshape(size, size) @ x
    h = (h + h.T) / 2
    h += np.diag((e_r[:, None] + gamma * e_z[None, :]).ravel())
    return eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]


planar_s, planar_t, planar_p = radial_matrices(exponents(0.02, 1e8))
planar_e, planar_x = eigh(planar_t, planar_s)


def planar_energy(z_values):
    """Lowest energy of the planar problem at each fixed z (Gaussians)."""
    z = np.atleast_1d(z_values)[:, None, None]
    mean = np.sqrt(np.pi * planar_p) * erfcx(np.sqrt(planar_p) * z)
    h = planar_x.T @ (-2 * planar_s * mean) @ planar_x
    h = (h + np.swapaxes(h, 1, 2)) / 2 + np.diag(planar_e)
    return np.linalg.eigvalsh(h)[:, 0]


def half_line_ground(kinetic, potential, step):
    """Even ground state energy on midpoints z = (i + 1/2) step."""
    diagonal = 2 * kinetic / step**2 + potential
    diagonal[0] -= kinetic / step**2
    off = np.full(len(potential) - 1, -kinetic / step**2)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


zeta_step = 0.015
zeta = (np.arange(2000) + 0.5) * zeta_step


def adiabatic_bound(gamma):
    """Lower bound: motion along z in the planar ground energy."""
    ell = (gamma / 32) ** (1 / 3)
    return half_line_ground(gamma, planar_energy(ell * zeta), ell * zeta_step)


def first_order_shift(z):
    """W(z) by quadrature, written without cancellation."""
    def integrand(rho):
        s = np.hypot(rho, z)
        return 32 * np.exp(-4 * rho) * z**2 / (s * (s + rho))
    edges = [0, z, 10 * z, 100 * z, 100 * z + 1, 100 * z + 12]
    return sum(quad(integrand, lo, hi, epsabs=1e-13)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


def shoot(z):
    """Planar Delta(z) by radial shooting, with w inside and outside 1/2."""
    inner = np.geomspace(1e-3 * z, 0.5, 300)
    outer = np.linspace(20.0, 0.5, 300)

    def branches(energy):
        def slope(rho, y):
            return -y**2 - y / rho - 2 / np.hypot(rho, z) - energy
        options = dict(method='DOP853', rtol=1e-9, atol=1e-11)
        start_in = -(2 / z + energy) * inner[0] / 2
        kappa = np.sqrt(-energy)
        start_out = -kappa + (1 / kappa - 0.5) / outer[0]
        left = solve_ivp(slope, (inner[0], 0.5), [start_in],
                         t_eval=inner, **options)
        right = solve_ivp(slope, (outer[0], 0.5), [start_out],
                          t_eval=outer, **options)
        assert left.success and right.success
        return left.y[0], right.y[0]

    def mismatch(energy):
        left, right = branches(energy)
        return left[-1] - right[-1]

    energy = brentq(mismatch, -4.0, -4.0 + 32 * z, xtol=1e-11)
    left, right = branches(energy)
    return energy + 4, inner, left + 2, outer, right + 2


# Two-dimensional hydrogen and isotropic three-dimensional hydrogen.
energy_2d = planar_energy(0.0)[0]
energy_iso = donor_energy(1.0)
assert abs(energy_2d + 4) < 5e-5
assert abs(energy_iso + 1) < 3e-4

# Airy constant of the linear potential, and the effect of truncating it.
alpha_grid = half_line_ground(1.0, zeta.copy(), zeta_step)
assert abs(alpha_grid - alpha) < 1e-4
cut = 3.0
alpha_cut = half_line_ground(1.0, np.minimum(zeta, cut), zeta_step)
tail = quad(lambda t: (t - cut) * airy(t - alpha)[0], cut, cut + 15)[0]
body = quad(lambda t: airy(t - alpha)[0], 0, cut)[0]
assert 0 < alpha - alpha_cut < tail / body

# Model parameters of the worked example.
mass_t, kappa_r = 0.2, 12.0
rydberg_ev = const.physical_constants['Rydberg constant times hc in eV'][0]
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9
ry_t = 1000 * rydberg_ev * mass_t / kappa_r**2
a_t = bohr_nm * kappa_r / mass_t
print(f"transverse mass m_t = {mass_t} m_e, dielectric constant = {kappa_r}")
print(f"Ry_t = {ry_t:.3f} meV, a_t = {a_t:.4f} nm")
print(f"limiting binding energy 4 Ry_t = {4 * ry_t:.3f} meV")
print(f"2D hydrogen, Gaussian basis: E = {energy_2d:.6f} Ry_t")
print(f"isotropic check, gamma = 1: E = {energy_iso:.6f} Ry_t")
print(f"alpha from Airy zero = {alpha:.6f}, from grid = {alpha_grid:.6f}")
print(f"linear potential cut at L = {cut}: ground energy = {alpha_cut:.6f}")
print(f"  alpha - e_L = {alpha - alpha_cut:.6f}, bound = {tail / body:.6f}")
coefficient = alpha * 1024 ** (1 / 3)
print(f"leading law: 4 + E = {coefficient:.4f} gamma^(1/3) Ry_t")

# Planar problem: cusp in |z| and the inequalities behind it.
print("planar problem (z in a_t; lower, Delta, W, 32z in Ry_t):")
slopes = []
for z in (1e-2, 1e-3, 1e-4):
    delta, inner, w_inner, outer, w_outer = shoot(z)
    shift = first_order_shift(z)
    growth = 2 * np.e**2 * z * (1 + np.log(1 / (2 * z)))
    lower = shift * np.exp(-growth) * (1 - 8 * z) ** 2
    assert abs(planar_energy(z)[0] + 4 - delta) < 5e-5
    assert lower < delta < shift < 32 * z
    assert w_inner.min() > 0 and w_outer.min() > 0
    cap = 2 * np.exp(4 * inner) * np.minimum(1, z / inner)
    assert np.all(w_inner < cap)
    assert w_outer.max() < delta
    slopes.append(delta / (32 * z))
    print(f"  z={z:.0e} lower={lower:.6f} Delta={delta:.6f} W={shift:.6f}"
          f" 32z={32 * z:.4f} Delta/32z={slopes[-1]:.4f}")
assert slopes[0] < slopes[1] < slopes[2] < 1 and slopes[2] > 0.99

# Full problem between its lower and upper bounds.
print("full problem (energies in Ry_t; ratio = (4+E)/leading law):")
ratios, energies = [], []
for gamma in (1.0, 0.2, 1e-2, 1e-3, 1e-4, 1e-5, 1e-6):
    energy = donor_energy(gamma)
    below = adiabatic_bound(gamma)
    above = -4 + coefficient * gamma ** (1 / 3)
    # 1e-4 covers the basis and grid errors of the two energies.
    assert -4 < below < energy + 1e-4
    assert energy < above
    ratios.append((energy + 4) / (above + 4))
    energies.append(energy)
    width = (gamma / 32) ** (1 / 3) * a_t
    print(f"  gamma={gamma:.0e} adiabatic={below:.4f} E={energy:.4f}"
          f" upper={above:.4f} ratio={ratios[-1]:.4f}")
    print(f"    binding={-energy * ry_t:.2f} meV, ell={width:.4f} nm")
assert np.all(np.diff(energies) < 0)
assert np.all(np.diff(ratios) > 0) and 0.9 < ratios[-1] < 1

gamma_percent = (0.04 / coefficient) ** 3
print(f"leading law is 1% short of 4 Ry_t at gamma = {gamma_percent:.2e}")
print("OK")
```

Printed output:

```
transverse mass m_t = 0.2 m_e, dielectric constant = 12.0
Ry_t = 18.897 meV, a_t = 3.1751 nm
limiting binding energy 4 Ry_t = 75.587 meV
2D hydrogen, Gaussian basis: E = -3.999977 Ry_t
isotropic check, gamma = 1: E = -0.999979 Ry_t
alpha from Airy zero = 1.018793, from grid = 1.018795
linear potential cut at L = 3.0: ground energy = 1.018305
  alpha - e_L = 0.000488, bound = 0.015092
leading law: 4 + E = 10.2688 gamma^(1/3) Ry_t
planar problem (z in a_t; lower, Delta, W, 32z in Ry_t):
  z=1e-02 lower=0.120941 Delta=0.269010 W=0.295292 32z=0.3200 Delta/32z=0.8407
  z=1e-03 lower=0.027958 Delta=0.031151 W=0.031607 32z=0.0320 Delta/32z=0.9735
  z=1e-04 lower=0.003145 Delta=0.003188 W=0.003195 32z=0.0032 Delta/32z=0.9964
full problem (energies in Ry_t; ratio = (4+E)/leading law):
  gamma=1e+00 adiabatic=-1.1242 E=-1.0000 upper=6.2688 ratio=0.2921
    binding=18.90 meV, ell=1.0001 nm
  gamma=2e-01 adiabatic=-1.6683 E=-1.5822 upper=2.0052 ratio=0.4026
    binding=29.90 meV, ell=0.5849 nm
  gamma=1e-02 adiabatic=-2.6682 E=-2.6464 upper=-1.7877 ratio=0.6119
    binding=50.01 meV, ell=0.2155 nm
  gamma=1e-03 adiabatic=-3.2380 E=-3.2331 upper=-2.9731 ratio=0.7468
    binding=61.10 meV, ell=0.1000 nm
  gamma=1e-04 adiabatic=-3.5975 E=-3.5967 upper=-3.5234 ratio=0.8462
    binding=67.97 meV, ell=0.0464 nm
  gamma=1e-05 adiabatic=-3.7984 E=-3.7983 upper=-3.7788 ratio=0.9118
    binding=71.78 meV, ell=0.0215 nm
  gamma=1e-06 adiabatic=-3.9023 E=-3.9023 upper=-3.8973 ratio=0.9516
    binding=73.74 meV, ell=0.0100 nm
leading law is 1% short of 4 Ry_t at gamma = 5.91e-08
OK
```
